**Penn's simplest formula for the permittivity of silicon**

The program tests ε = 1 + (ω_p/E_g)², where ω_p is the free-electron plasmon energy of the valence electrons and E_g is the average gap defined by 1/E_g² = ⟨1/ω²⟩, weighted by oscillator strength. For 16.6 eV and 4.8 eV it prints ε = 12.96. It asserts that a harmonically bound electron on a grid gives the same static value, and that the permittivity computed from its dynamic response agrees with the one-oscillator formula at 1 eV and vanishes at the predicted loss energy of 17.28 eV. For a one-dimensional cosine crystal it asserts that the filled band has unit strength per electron, and that the polarizability from matrix elements agrees with the energy response of long supercells to a slow potential wave. In a weak potential, the product of ⟨1/ω²⟩ and the squared smallest gap is asserted to be close to 2/3; the output shows 0.6667. Further assertions cover the plasmon energy in SI units, the iterated Lorentz field and the slope of ε with the gap. The remaining output sizes the effects of a shifted gap, a finite photon energy, a strong field and thermal carriers.

## Verification by program

```python
# Result under test: the static electronic permittivity of an insulator is
#   eps = 1 + (wp/Eg)^2,   wp^2 = 4 pi n,   1/Eg^2 = <1/w^2>,
# n: valence-electron density, wp: free-electron plasmon energy,
# w: transition energies, averaged with oscillator strengths of total 1,
# Eg: the resulting average gap. Atomic units inside, eV and angstrom printed.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigvalsh

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10

plasmon_ev, gap_ev = 16.6, 4.8
wp, gap = plasmon_ev / HARTREE, gap_ev / HARTREE
density = wp**2 / (4 * np.pi)


def permittivity(plasmon, average_gap, frequency=0.0):
    return 1 + plasmon**2 / (average_gap**2 - frequency**2)


eps = permittivity(plasmon_ev, gap_ev)

# Density and plasmon energy: check through SI constants
density_ang = density / BOHR**3
plasmon_si = sc.hbar * np.sqrt(density_ang * 1e30 * sc.e**2
                               / (sc.epsilon_0 * sc.m_e)) / sc.e
assert abs(plasmon_si - plasmon_ev) < 1e-5
cell_edge = (32 / density_ang)**(1 / 3)

# One harmonically bound electron on a grid: all strength at one energy
x = np.linspace(-20, 20, 501)
h = x[1] - x[0]
hamiltonian = (np.diag(1 / h**2 + 0.5 * gap**2 * x**2)
               - np.diag(np.full(x.size - 1, 0.5 / h**2), 1)
               - np.diag(np.full(x.size - 1, 0.5 / h**2), -1))
levels, states = np.linalg.eigh(hamiltonian)
field = 1e-3
e_plus = np.linalg.eigvalsh(hamiltonian + field * np.diag(x))[0]
e_minus = np.linalg.eigvalsh(hamiltonian - field * np.diag(x))[0]
alpha_static = -(e_plus + e_minus - 2 * levels[0]) / field**2
eps_grid = 1 + 4 * np.pi * density * alpha_static
assert abs(eps_grid - eps) < 5e-3


def grid_permittivity(frequency):
    source = x * states[:, 0]
    alpha = 0.0
    for sign in (-1, 1):
        matrix = hamiltonian - (levels[0] - sign * frequency) * np.eye(x.size)
        alpha += source @ np.linalg.solve(matrix, source)
    return 1 + 4 * np.pi * density * alpha


loss_ev = np.hypot(plasmon_ev, gap_ev)
eps_optical = permittivity(plasmon_ev, gap_ev, 1.0)
assert abs(grid_permittivity(1.0 / HARTREE) - eps_optical) < 1e-2
assert abs(grid_permittivity(loss_ev / HARTREE)) < 5e-3

# Cosine crystal, one spinless electron per cell, lowest band filled
lattice_ang = 2.0
lattice = lattice_ang / BOHR
G = 2 * np.pi / lattice


def crystal_response(amplitude):
    """Strength sum, polarizability per electron and smallest direct gap."""
    shifts = np.arange(-5, 6) * G
    hop = np.diag(np.full(10, amplitude / 2), 1)
    strength, alpha, smallest = 0.0, 0.0, np.inf
    k_points = np.arange(-400, 400) / 800 * G
    for k in k_points:
        energy, vec = np.linalg.eigh(np.diag((k + shifts)**2 / 2) + hop + hop.T)
        omega = energy[1:] - energy[0]
        momentum = vec[:, 1:].T @ ((k + shifts) * vec[:, 0])
        f = 2 * momentum**2 / omega
        strength += f.sum() / k_points.size
        alpha += (f / omega**2).sum() / k_points.size
        smallest = min(smallest, omega[0])
    return strength, alpha, smallest


def supercell_alpha(cells, amplitude, wave=0.002):
    """Polarizability from the energy lowering by a slow potential wave."""
    q = G / cells
    j = np.arange(-4 * cells, 4 * cells + 1)
    base = np.diag((j * q)**2 / 2)
    base += np.diag(np.full(j.size - cells, amplitude / 2), cells)
    base += np.diag(np.full(j.size - cells, amplitude / 2), -cells)
    slow = np.diag(np.full(j.size - 1, wave / 2), 1)
    before = eigvalsh(base)[:cells].sum()
    after = eigvalsh(base + slow + slow.T)[:cells].sum()
    return -4 * (after - before) / (cells * wave**2 * q**2)


amplitude_ev = 4.8
f_sum, alpha_bands, gap_min = crystal_response(amplitude_ev / HARTREE)
assert abs(f_sum - 1) < 1e-5
# the leading finite-wavelength error is quadratic and is extrapolated away
alpha_60 = supercell_alpha(60, amplitude_ev / HARTREE)
alpha_120 = supercell_alpha(120, amplitude_ev / HARTREE)
alpha_wave = (4 * alpha_120 - alpha_60) / 3
assert abs(alpha_wave / alpha_bands - 1) < 0.01
crystal_average = HARTREE / np.sqrt(alpha_bands)

# Narrow-gap limit: <1/w^2> = (2/3)/E0^2, E0 the smallest gap
weak_ev = 0.5
weak_sum, weak_alpha, weak_gap = crystal_response(weak_ev / HARTREE)
weak_factor = weak_alpha * weak_gap**2
assert abs(weak_sum - 1) < 1e-5
assert abs(weak_factor - 2 / 3) < 0.01
assert abs(quad(lambda d: (1 + d * d)**-1.5, 0, np.inf)[0] - 1) < 1e-7
assert abs(quad(lambda d: (1 + d * d)**-2.5, 0, np.inf)[0] - 2 / 3) < 1e-7
eps_if_smallest = 1 + 2 / 3 * (plasmon_ev / gap_ev)**2
smallest_needed = gap_ev * np.sqrt(2 / 3)

# Full Lorentz field of point dipoles: iterate polarization in unit field
bare_ev = np.sqrt(gap_ev**2 + plasmon_ev**2 / 3)
susceptibility = density / (bare_ev / HARTREE)**2
polarization = 0.0
for _ in range(400):
    polarization = susceptibility * (1 + 4 * np.pi * polarization / 3)
assert abs(1 + 4 * np.pi * polarization - eps) < 1e-8
feedback = plasmon_ev**2 / (3 * gap_ev**2)

# Sensitivity and conditions of use
slope = -2 * (eps - 1) / gap_ev
step = 1e-4
numeric_slope = (permittivity(plasmon_ev, gap_ev + step)
                 - permittivity(plasmon_ev, gap_ev - step)) / (2 * step)
assert abs(slope - numeric_slope) < 1e-5
rough_eps = 12.0
gap_for_rough = plasmon_ev / np.sqrt(rough_eps - 1)
breakdown_mv_cm = 0.3
cell_drop = breakdown_mv_cm * 1e6 * 1e-8 * cell_edge
temperature, band_gap_ev = 300.0, 1.1
thermal_ev = sc.k * temperature / sc.e
carrier_factor = np.exp(-band_gap_ev / (2 * thermal_ev))
assert cell_drop < 0.01 * gap_ev and carrier_factor < 1e-6

print(f"Input plasmon energy: {plasmon_ev:.1f} eV")
print(f"Input average gap: {gap_ev:.1f} eV")
print(f"Energy ratio: {plasmon_ev / gap_ev:.4f} (no unit)")
print(f"Square of ratio: {(plasmon_ev / gap_ev)**2:.2f} (no unit)")
print(f"Permittivity, simple formula: {eps:.2f} (no unit)")
print(f"Permittivity, grid electron: {eps_grid:.2f} (no unit)")
print(f"Valence density from plasmon: {density_ang:.4f} 1/angstrom^3")
print(f"Implied cubic cell edge: {cell_edge:.2f} angstrom")
print(f"Slope of permittivity with gap: {slope:.2f} 1/eV")
print(f"Permittivity, gap +0.1 eV: {permittivity(plasmon_ev, gap_ev+0.1):.2f}")
print(f"Permittivity, gap -0.1 eV: {permittivity(plasmon_ev, gap_ev-0.1):.2f}")
print(f"Rough measured permittivity, input: {rough_eps:.0f} (no unit)")
print(f"Gap giving that permittivity: {gap_for_rough:.2f} eV")
print(f"Permittivity at 1 eV photon energy: {eps_optical:.2f} (no unit)")
print(f"Loss-peak energy of one oscillator: {loss_ev:.2f} eV")
print(f"Permittivity if input is loss peak: {(plasmon_ev/gap_ev)**2:.2f}")
print(f"Model crystal lattice constant: {lattice_ang:.1f} angstrom")
print(f"Model crystal cosine amplitude: {amplitude_ev:.1f} eV")
print(f"Model crystal strength sum: {f_sum:.6f} per electron")
print(f"Model crystal smallest gap: {gap_min * HARTREE:.2f} eV")
print(f"Model crystal average gap: {crystal_average:.2f} eV")
print(f"Polarizability ratio, wave/bands: {alpha_wave/alpha_bands:.4f}")
print(f"Weak crystal cosine amplitude: {weak_ev:.1f} eV")
print(f"Weak crystal factor (limit 2/3): {weak_factor:.4f} (no unit)")
print(f"Permittivity if 4.8 eV is smallest gap: {eps_if_smallest:.2f}")
print(f"Smallest gap for average 4.8 eV: {smallest_needed:.2f} eV")
print(f"Bare gap with full Lorentz field: {bare_ev:.2f} eV")
print(f"Lorentz feedback if bare gap is 4.8 eV: {feedback:.2f} (no unit)")
print(f"Rough breakdown field, input: {breakdown_mv_cm:.1f} MV/cm")
print(f"Energy drop across one cell: {cell_drop:.4f} eV")
print(f"Temperature, input: {temperature:.0f} K")
print(f"Thermal energy: {thermal_ev:.4f} eV")
print(f"Rough band gap, input: {band_gap_ev:.1f} eV")
print(f"Thermal carrier factor: {carrier_factor:.1e} (no unit)")
print("all assertions hold")
```

Printed output:

```
Input plasmon energy: 16.6 eV
Input average gap: 4.8 eV
Energy ratio: 3.4583 (no unit)
Square of ratio: 11.96 (no unit)
Permittivity, simple formula: 12.96 (no unit)
Permittivity, grid electron: 12.96 (no unit)
Valence density from plasmon: 0.1998 1/angstrom^3
Implied cubic cell edge: 5.43 angstrom
Slope of permittivity with gap: -4.98 1/eV
Permittivity, gap +0.1 eV: 12.48
Permittivity, gap -0.1 eV: 13.47
Rough measured permittivity, input: 12 (no unit)
Gap giving that permittivity: 5.01 eV
Permittivity at 1 eV photon energy: 13.50 (no unit)
Loss-peak energy of one oscillator: 17.28 eV
Permittivity if input is loss peak: 11.96
Model crystal lattice constant: 2.0 angstrom
Model crystal cosine amplitude: 4.8 eV
Model crystal strength sum: 1.000000 per electron
Model crystal smallest gap: 4.80 eV
Model crystal average gap: 5.87 eV
Polarizability ratio, wave/bands: 1.0000
Weak crystal cosine amplitude: 0.5 eV
Weak crystal factor (limit 2/3): 0.6667 (no unit)
Permittivity if 4.8 eV is smallest gap: 8.97
Smallest gap for average 4.8 eV: 3.92 eV
Bare gap with full Lorentz field: 10.72 eV
Lorentz feedback if bare gap is 4.8 eV: 3.99 (no unit)
Rough breakdown field, input: 0.3 MV/cm
Energy drop across one cell: 0.0163 eV
Temperature, input: 300 K
Thermal energy: 0.0259 eV
Rough band gap, input: 1.1 eV
Thermal carrier factor: 5.8e-10 (no unit)
all assertions hold
```
